# Kratzer potential: exact levels from noninteger angular momentum and Dunham coefficients: a numerical check

```python
"""Kratzer oscillator: V(r) = D[(a/r)^2 - 2a/r], reduced mass mu.
Result under test, with gamma^2 = 2 mu D a^2/hbar^2, x = v+1/2, X = J(J+1):
  E(v,J) = -D gamma^2 / (x + sqrt((J+1/2)^2 + gamma^2))^2
and its Dunham coefficients Y_kl in E + D = sum Y_kl x^k X^l.
Reduced quantities: lengths in a, energies in D. Printed energies are E/(hc).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import binom, gammaln


def energy(v, J, gamma2):
    """Closed-form level in units of D."""
    return -gamma2 / (v + 0.5 + np.sqrt((J + 0.5)**2 + gamma2))**2


def general_binomial(top, l):
    """Binomial coefficient for any real top and integer l >= 0."""
    value = 1.0
    for i in range(l):
        value *= (top - i) / (i + 1)
    return value


def dunham(k, l, gamma2):
    """Closed-form Dunham coefficient in units of D."""
    g = np.sqrt(gamma2 + 0.25)
    series = (-1)**k * (k + 1) * general_binomial(-k / 2 - 1, l)
    return float(k == 0 and l == 0) - gamma2 * series * g**(-(k + 2 + 2 * l))


def grid_levels(J, gamma2, t_min, t_max, points, count):
    """Numerical levels: sinc grid in t = ln(r/a), with u = sqrt(r) f(t).
    Then r^2 u'' = sqrt(r) (f'' - f/4), and the radial equation becomes
    -f'' + [1/4 + J(J+1) + gamma2 (1 - 2r)] f = E gamma2 r^2 f."""
    t = np.linspace(t_min, t_max, points)
    h = t[1] - t[0]
    r = np.exp(t)
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    matrix = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2) / h**2
    matrix += np.diag(0.25 + J * (J + 1) + gamma2 * (1 - 2 * r))
    matrix /= gamma2 * np.outer(r, r)
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, count - 1])


def wavefunction(v, J, gamma2):
    """Normalized u(r), r in units of a."""
    lam = mp.sqrt((J + mp.mpf(1) / 2)**2 + gamma2) - mp.mpf(1) / 2
    n = v + lam + 1
    kappa = gamma2 / n
    norm = mp.sqrt(kappa * mp.factorial(v) / (n * mp.gamma(v + 2 * lam + 2)))

    def u(r):
        rho = 2 * kappa * r
        return (norm * rho**(lam + 1) * mp.exp(-rho / 2)
                * mp.laguerre(v, 2 * lam + 1, rho))
    return u


def mean_inverse_square(v, J, gamma2):
    """Closed form of <a^2/r^2> from the derivative of E with respect to X."""
    s = np.sqrt((J + 0.5)**2 + gamma2)
    return gamma2**2 / (s * (v + 0.5 + s)**3)


# Model parameters and derived scales
D_cm = 40000.0
a_angstrom = 1.2
mu_u = 1.0
a = a_angstrom * 1e-10
mu = mu_u * const.atomic_mass
joule_per_cm = const.h * const.c * 100
D = D_cm * joule_per_cm
gamma2 = 2 * mu * D * a**2 / const.hbar**2
gamma = np.sqrt(gamma2)
g = np.sqrt(gamma2 + 0.25)
B = const.hbar**2 / (2 * mu * a**2) / joule_per_cm
omega = 2 * D_cm / gamma

# Harmonic wavenumber from the numerical curvature of the potential


def potential(r):
    return D * ((a / r)**2 - 2 * a / r)


step = 1e-3 * a
curvature = (potential(a + step) - 2 * potential(a)
             + potential(a - step)) / step**2
omega_curvature = const.hbar * np.sqrt(curvature / mu) / joule_per_cm
# the finite-difference error is of relative order (step/a)^2
assert abs(omega_curvature / omega - 1) < 1e-4
assert abs(B * gamma2 / D_cm - 1) < 1e-10

# Levels from diagonalization, strongly quantum case and example
small_gamma2 = 5.0
small_error = 0.0
for J in range(3):
    numeric = grid_levels(J, small_gamma2, -5.0, 4.25, 300, 4)
    exact = energy(np.arange(4), J, small_gamma2)
    small_error = max(small_error, np.max(np.abs(numeric - exact)))
assert small_error < 1e-6

J_nodes = np.array([0, 3, 6, 9, 12])
v_nodes = np.arange(9)
levels = np.array([grid_levels(J, gamma2, -1.4, 1.7, 300, 9)
                   for J in J_nodes])
exact_levels = np.array([energy(v_nodes, J, gamma2) for J in J_nodes])
example_error = np.max(np.abs(levels - exact_levels))
assert example_error < 1e-9

# Dunham coefficients by interpolation of numerical levels only
X_scale = 100.0
X_matrix = np.vander(J_nodes * (J_nodes + 1) / X_scale, 5, increasing=True)
x_matrix = np.vander(v_nodes + 0.5, 9, increasing=True)
in_X = np.linalg.solve(X_matrix, levels + 1)
fitted = np.linalg.solve(x_matrix, in_X.T)
fitted = fitted / X_scale**np.arange(5)
pairs = [(0, 0), (1, 0), (2, 0), (3, 0), (0, 1), (1, 1), (2, 1), (0, 2)]
for k, l in pairs:
    # tolerance covers the neglected higher powers in the interpolation
    assert abs(fitted[k, l] / dunham(k, l, gamma2) - 1) < 3e-4, (k, l)

# Leading forms in terms of B and omega
leading = {(0, 0): B / 4, (1, 0): omega, (2, 0): -3 * B,
           (3, 0): 8 * B**2 / omega, (0, 1): B,
           (1, 1): -6 * B**2 / omega, (2, 1): 24 * B**3 / omega**2,
           (0, 2): -4 * B**3 / omega**2}
for (k, l), value in leading.items():
    # corrections are of relative order 1/gamma^2
    assert abs(D_cm * dunham(k, l, gamma2) / value - 1) < 2 / gamma2

# Wavefunction: radial equation, norm and <a^2/r^2>
cases = [(2, 3, small_gamma2, [0, 1, 3, 8, 20, 60]),
         (0, 0, gamma2, [0.2, 0.6, 1, 1.4, 2, 4]),
         (1, 0, gamma2, [0.2, 0.6, 1, 1.4, 2, 4])]
quadrature_B = []
for v, J, strength, limits in cases:
    u = wavefunction(v, J, strength)
    E = energy(v, J, strength)
    for r in (0.9, 1.15, 1.3):
        kinetic = -mp.diff(u, r, 2) / strength
        well = 1 / r**2 - 2 / r + J * (J + 1) / (strength * r**2)
        size = abs(kinetic) + abs(well * u(r)) + abs(E * u(r))
        assert abs(kinetic + (well - E) * u(r)) < 1e-8 * size
    norm = mp.quad(lambda r: u(r)**2, limits)
    mean = mp.quad(lambda r: (u(r) / r)**2, limits)
    assert abs(norm - 1) < 1e-8
    assert abs(mean / mean_inverse_square(v, J, strength) - 1) < 1e-8
    quadrature_B.append(float(mean) * B)

# Convergence region x^2 + X < g^2


def largest_log_term(order, x2, X):
    """Largest log |term| with k + 2l = order; x2, X in units of g^2."""
    l = np.arange(order // 2 + 1)
    k = order - 2 * l
    logs = (np.log(k + 1) + gammaln(k / 2 + 1 + l) - gammaln(k / 2 + 1)
            - gammaln(l + 1) + k * np.log(x2) / 2 + l * np.log(X))
    return np.max(logs)


assert largest_log_term(400, 0.4, 0.4) < largest_log_term(200, 0.4, 0.4) - 5
assert largest_log_term(400, 0.6, 0.6) > largest_log_term(200, 0.6, 0.6) + 5
x_test, X_test = 0.4 * g, 0.3 * g**2
absolute_sum = sum((k + 1) * binom(k / 2 + l, l) * 0.4**k * 0.3**l
                   for k in range(150) for l in range(150)) * gamma2 / g**2
absolute_closed = gamma2 / (np.sqrt(g**2 - X_test) - x_test)**2
assert abs(absolute_sum / absolute_closed - 1) < 1e-8
long_sum = sum(dunham(k, l, gamma2) * 8.5**k * 156.0**l
               for k in range(25) for l in range(15))
assert abs(long_sum - 1 - levels[4, 8]) < 1e-9

last_v = int(np.ceil(g - 0.5)) - 1

print(f"well depth D/hc = {D_cm:.1f} cm^-1")
print(f"minimum a = {a_angstrom:.2f} angstrom")
print(f"reduced mass mu = {mu_u:.2f} u")
print(f"gamma^2 = {gamma2:.4f}, gamma = {gamma:.5f}, g = {g:.5f}")
for J in (0, 1):
    print(f"lambda(J={J}) = {np.sqrt((J + 0.5)**2 + gamma2) - 0.5:.5f}")
print(f"B = {B:.6f} cm^-1")
print(f"harmonic omega = {omega:.4f} cm^-1")
print(f"omega from numerical curvature = {omega_curvature:.4f} cm^-1")
print("Dunham coefficients in cm^-1: exact, leading, from grid levels")
for k, l in pairs:
    print(f"Y{k}{l}: {D_cm * dunham(k, l, gamma2):.7g}, "
          f"{leading[k, l]:.7g}, {D_cm * fitted[k, l]:.7g}")
print("Levels E in cm^-1: exact, grid, eight-term Dunham sum")
for v, j_index in ((0, 0), (1, 0), (0, 1), (4, 2), (8, 4)):
    J = int(J_nodes[j_index])
    short = sum(dunham(k, l, gamma2) * (v + 0.5)**k * (J * (J + 1.0))**l
                for k, l in pairs) - 1
    print(f"v={v}, J={J}: {D_cm * energy(v, J, gamma2):.4f}, "
          f"{D_cm * levels[j_index, v]:.4f}, {D_cm * short:.4f}")
fundamental = D_cm * (energy(1, 0, gamma2) - energy(0, 0, gamma2))
print(f"fundamental (J=0, v=0 to 1) = {fundamental:.4f} cm^-1")
print(f"fundamental = {fundamental * joule_per_cm / const.e:.6f} eV")
zero_point = D_cm * (1 + energy(0, 0, gamma2))
print(f"zero-point energy above minimum = {zero_point:.4f} cm^-1")
for v in (0, 1):
    closed = B * mean_inverse_square(v, 0, gamma2)
    print(f"B_{v} = B<a^2/r^2>: formula {closed:.6f}, "
          f"quadrature {quadrature_B[v + 1]:.6f} cm^-1")
print(f"B_1 - B_0 = {quadrature_B[2] - quadrature_B[1]:.6f} cm^-1")
print(f"last v inside convergence at J=0: {last_v}")
print(f"E(v={last_v}, J=0)/D = {energy(last_v, 0, gamma2):.5f}")
print(f"E(v={last_v + 1}, J=0)/D = {energy(last_v + 1, 0, gamma2):.5f}")
print(f"largest grid error, gamma^2={small_gamma2:.0f}: {small_error:.1e} D")
print(f"largest grid error, example: {example_error:.1e} D")
print("tests ok")
```

It prints:

```
well depth D/hc = 40000.0 cm^-1
minimum a = 1.20 angstrom
reduced mass mu = 1.00 u
gamma^2 = 3416.8506, gamma = 58.45383, g = 58.45597
lambda(J=0) = 57.95597
lambda(J=1) = 57.97308
B = 11.706687 cm^-1
harmonic omega = 1368.6014 cm^-1
omega from numerical curvature = 1368.6035 cm^-1
Dunham coefficients in cm^-1: exact, leading, from grid levels
Y00: 2.926458, 2.926672, 2.926459
Y10: 1368.451, 1368.601, 1368.451
Y20: -35.11492, -35.12006, -35.11491
Y30: 0.8009429, 0.8010894, 0.8009348
Y01: 11.70497, 11.70669, 11.70497
Y11: -0.6007072, -0.6008171, -0.6007071
Y21: 0.02055247, 0.02055698, 0.02055242
Y02: -0.003425411, -0.003426163, -0.003425341
Levels E in cm^-1: exact, grid, eight-term Dunham sum
v=0, J=0: -39321.5276, -39321.5276, -39321.5265
v=1, J=0: -38020.7862, -38020.7862, -38020.7021
v=0, J=3: -39185.0874, -39185.0874, -39185.1027
v=4, J=6: -34094.5407, -34094.5407, -34087.6215
v=8, J=12: -29319.5463, -29319.5463, -29232.6877
fundamental (J=0, v=0 to 1) = 1300.7414 cm^-1
fundamental = 0.161271 eV
zero-point energy above minimum = 678.4724 cm^-1
B_0 = B<a^2/r^2>: formula 11.409686, quadrature 11.409686 cm^-1
B_1 = B<a^2/r^2>: formula 10.848252, quadrature 10.848252 cm^-1
B_1 - B_0 = -0.561434 cm^-1
last v inside convergence at J=0: 57
E(v=57, J=0)/D = -0.25412
E(v=58, J=0)/D = -0.24979
largest grid error, gamma^2=5: 2.4e-09 D
largest grid error, example: 2.9e-14 D
tests ok
```
